# Photoelastic shift of an optical resonance with fixed boundaries: a program that tests the result

```python
"""
Photoelastic shift of an optical resonance, with all boundaries held fixed.

Result under test (first order in strain S, non-degenerate mode):
    dw/w = (1/2) Int D_i* p_ijkl S_kl D_j / Int E*.D
p    : photoelastic tensor, change of impermeability eta = 1/eps is p:S
D, E : fields of the unstrained mode;  w : its angular frequency
Slab : thickness d, faces at z = +-d/2, air outside, in-plane wave number
       beta along x held fixed, strain S_zz = S0 cos(pi z/d).
       kappa = wave number across the slab, gamma = decay rate in air,
       k0 = w/c.  TE has E along y, TM has H along y.
Lengths in the slab part are in nm.
"""
import math
from itertools import permutations, product
import numpy as np
from scipy.constants import c as C_LIGHT
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

# Rough typical values for silicon near 1550 nm and 300 K
N_SI, N_GROUP = 3.48, 3.60
P11, P12, P44 = -0.09, 0.017, -0.05
C11, C12, DENSITY = 166e9, 64e9, 2330.0        # Pa, Pa, kg/m^3
DN_DT, GRUNEISEN, TEMP = 1.8e-4, 0.45, 300.0   # 1/K, -, K
HEAT_DIFFUSIVITY = 0.8e-4                      # m^2/s
# Chosen working point
WAVELENGTH, THICKNESS, S0 = 1550.0, 3000.0, 1e-5
EPS = N_SI**2
K0 = 2 * math.pi / WAVELENGTH


def cubic_tensor(p11, p12, p44):
    """Full four-index photoelastic tensor on the cube axes."""
    I = np.eye(3)
    return (p12 * np.einsum('ij,kl->ijkl', I, I)
            + p44 * (np.einsum('ik,jl->ijkl', I, I)
                     + np.einsum('il,jk->ijkl', I, I))
            + (p11 - p12 - 2 * p44)
            * np.einsum('im,jm,km,lm->ijkl', I, I, I, I))


def rotate(p, R):
    return np.einsum('ia,jb,kc,ld,abcd->ijkl', R, R, R, R, p, optimize=True)


# ---- Cubic symmetry: average a random tensor over all 48 operations ----
rng = np.random.default_rng(3)
t = rng.normal(size=(3, 3, 3, 3))
t = t + t.transpose(1, 0, 2, 3)
t = t + t.transpose(0, 1, 3, 2)
average = np.zeros_like(t)
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        average += rotate(t, np.diag(signs) @ np.eye(3)[list(perm)]) / 48
three_constants = cubic_tensor(average[0, 0, 0, 0], average[0, 0, 1, 1],
                               average[0, 1, 0, 1])
assert np.allclose(average, three_constants, atol=1e-12)

# Turning the guide within the (001) plane leaves the slab example alone
p_si = cubic_tensor(P11, P12, P44)
p_turn = rotate(p_si, Rotation.from_euler('z', 0.6).as_matrix())
assert np.allclose(p_turn[:, :, 2, 2], np.diag([P12, P12, P11]), atol=1e-14)


# ---- Three-dimensional vector Maxwell problem in plane waves ----
def curl_basis(k, cut, npts):
    """Curls of transverse plane waves for H, sampled on a periodic grid."""
    g = np.array(list(product(range(-cut, cut + 1), repeat=3)))
    x = 2 * np.pi * np.arange(npts) / npts
    r = np.array(list(product(x, repeat=3)))
    q = g + np.asarray(k)
    e1 = np.cross(q, [0.36, 0.48, 0.80])
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(q, e1) / np.linalg.norm(q, axis=1)[:, None]
    curls = np.concatenate([np.cross(q, e1), np.cross(q, e2)])
    phase = np.tile(np.exp(1j * r @ g.T), (1, 2))
    return r, phase[:, None, :] * curls.T[None, :, :]


def solve_maxwell(curls, eta):
    """Frequencies w/c and mode coefficients for impermeability eta(r)."""
    nr, _, nb = curls.shape
    left = curls.reshape(3 * nr, nb)
    right = (eta @ curls).reshape(3 * nr, nb)
    m = left.conj().T @ right / nr
    val, vec = np.linalg.eigh((m + m.conj().T) / 2)
    return np.sqrt(val), vec


r, curls = curl_basis((0.31, 0.22, 0.13), 2, 8)
X, Y, Z = r.T
scalar_eta = 0.2 * (1 + 0.3 * np.cos(X) + 0.2 * np.cos(Y - Z)
                    + 0.15 * np.sin(X + Y))
eta0 = scalar_eta[:, None, None] * np.eye(3)
# strain from a displacement made of three waves, plus a uniform strain
strain = np.tile(np.array([[0.3, 0.4, -0.2], [0.4, -0.5, 0.3],
                           [-0.2, 0.3, 0.6]]), (len(r), 1, 1))
for amp, q, ph in [((1, .3, -.5), (1, 1, 0), .4),
                   ((-.4, .8, .2), (0, 1, -1), 1.1),
                   ((.2, -.6, .7), (1, 0, 0), 2.0)]:
    grad = np.outer(amp, q)
    wave = np.cos(r @ np.array(q) + ph)
    strain += wave[:, None, None] * (grad + grad.T) / 2
R_crystal = Rotation.from_euler('xyz', [0.5, 0.8, 0.3]).as_matrix()
d_eta = np.einsum('ijkl,rkl->rij', rotate(p_si, R_crystal), strain)
p_no44 = rotate(cubic_tensor(P11, P12, 0.0), R_crystal)
d_eta_no44 = np.einsum('ijkl,rkl->rij', p_no44, strain)

step = 1e-5
w0, modes = solve_maxwell(curls, eta0)
w_plus, _ = solve_maxwell(curls, eta0 + step * d_eta)
w_minus, _ = solve_maxwell(curls, eta0 - step * d_eta)
d_eps = (np.linalg.inv(eta0 + step * d_eta)
         - np.linalg.inv(eta0 - step * d_eta)) / (2 * step)
direct_3d = ((w_plus - w_minus) / (2 * step * w0))[:4]


def bracket(f, tensor):
    return np.einsum('ri,rij,rj->', f.conj(), tensor, f).real


d_form, e_form, no44_form = [], [], []
for b in range(4):
    D = curls @ modes[:, b]
    E = np.einsum('rij,rj->ri', eta0, D)
    energy = bracket(D, eta0)
    d_form.append(0.5 * bracket(D, d_eta) / energy)
    e_form.append(-0.5 * bracket(E, d_eps) / energy)
    no44_form.append(0.5 * bracket(D, d_eta_no44) / energy)
scale = np.max(np.abs(direct_3d))
err_3d = np.max(np.abs(np.array(d_form) - direct_3d)) / scale
assert err_3d < 1e-4
assert np.max(np.abs(np.array(e_form) - direct_3d)) < 1e-4 * scale
# the comparison is sensitive to the shear constant
assert np.max(np.abs(np.array(no44_form) - direct_3d)) > 1e-2 * scale

# ---- Degenerate pair: light along z, shear S_xy, uniform silicon ----
_, curls_z = curl_basis((0, 0, 0.3), 1, 4)
shear = np.zeros((3, 3))
shear[0, 1] = shear[1, 0] = S0
eta_uniform = np.tile(np.eye(3) / EPS, (curls_z.shape[0], 1, 1))
w_deg, _ = solve_maxwell(curls_z, eta_uniform)
w_split, _ = solve_maxwell(
    curls_z, eta_uniform + np.einsum('ijkl,kl->ij', p_si, shear))
split = w_split[:2] / w_deg[:2] - 1
split_formula = EPS * abs(P44) * S0
assert np.allclose(split, [-split_formula, split_formula],
                   rtol=1e-4, atol=0)


# ---- Slab: modes of the unstrained layer ----
def slab_mode(d, pol):
    """kappa, gamma, beta of the lowest mode at the working wavelength."""
    weight = 1.0 if pol == 'TE' else EPS
    top = K0 * math.sqrt(EPS - 1)

    def match(kap):
        gam = math.sqrt(max(top**2 - kap**2, 0.0))
        return (kap * math.sin(kap * d / 2)
                - weight * gam * math.cos(kap * d / 2))
    kap = brentq(match, 1e-9, min(math.pi / d, top), xtol=1e-18, rtol=1e-14)
    return kap, math.sqrt(top**2 - kap**2), math.sqrt(EPS * K0**2 - kap**2)


def slab_k0(beta, d, pol, order=0):
    """k0 of an even mode (order 0, 2, ...) at fixed beta."""
    weight = 1.0 if pol == 'TE' else EPS

    def match(kap):
        gam = math.sqrt(beta**2 - (kap**2 + beta**2) / EPS)
        return (kap * math.sin(kap * d / 2)
                - weight * gam * math.cos(kap * d / 2))
    low = max(order * math.pi / d, 1e-9)
    kap = brentq(match, low, (order + 1) * math.pi / d,
                 xtol=1e-18, rtol=1e-14)
    return math.sqrt((kap**2 + beta**2) / EPS)


def slab_shifts(d, pol):
    """Closed forms, per unit peak strain S0."""
    kap, gam, beta = slab_mode(d, pol)
    b = math.pi / d
    face = math.cos(kap * d / 2)**2
    cos2 = d / 2 + math.sin(kap * d) / (2 * kap)
    A = 1 / b + b * math.cos(kap * d) / (b**2 - 4 * kap**2)
    if pol == 'TE':
        core = EPS * cos2
        norm = core + face / gam
        photo = 0.5 * P12 * EPS**2 * A / norm
        faces = -(d / math.pi) * (EPS - 1) * face / norm
    else:
        core = (kap**2 * (d - cos2) + beta**2 * cos2) / EPS
        norm = core + (gam**2 + beta**2) * face / gam
        photo = 0.5 * (P12 * kap**2 * (2 / b - A)
                       + P11 * beta**2 * A) / norm
        faces = -(d / math.pi) * face * (
            (EPS - 1) * gam**2 + (1 - 1 / EPS) * beta**2) / norm
    return dict(kap=kap, gam=gam, beta=beta, A=A, norm=norm,
                core=core / norm, photo=photo, faces=faces)


# ---- Slab: direct integration of the strained wave equation ----
def strained_k0(beta, d, pol, s_peak, index_slope=0.0):
    """k0 from shooting; index_slope = w dn/dw at the working point."""
    def mismatch(k0):
        eta = 1 / (N_SI + index_slope * (k0 / K0 - 1))**2

        def rhs(z, y):
            s = s_peak * math.cos(math.pi * z / d)
            if pol == 'TE':
                return [y[1], (beta**2 - k0**2 / (eta + P12 * s)) * y[0]]
            return [y[1] / (eta + P12 * s),
                    (beta**2 * (eta + P11 * s) - k0**2) * y[0]]
        end = solve_ivp(rhs, (0, d / 2), [1.0, 0.0], method='DOP853',
                        rtol=1e-12, atol=1e-15).y[:, -1]
        return end[1] + math.sqrt(beta**2 - k0**2) * end[0]
    return brentq(mismatch, 0.998 * K0, 1.002 * K0, xtol=1e-18, rtol=1e-14)


def slope_in_strain(beta, d, pol, index_slope=0.0):
    s = 2e-5
    up = strained_k0(beta, d, pol, s, index_slope)
    down = strained_k0(beta, d, pol, -s, index_slope)
    return (up - down) / (2 * s * K0)


direct_slab, dispersion_factor = {}, {}
for pol in ('TE', 'TM'):
    for d in (220.0, THICKNESS):
        m = slab_shifts(d, pol)
        direct = slope_in_strain(m['beta'], d, pol)
        assert abs(direct / m['photo'] - 1) < 1e-5
        # moving faces: compare with slabs of altered thickness
        dd = 0.5
        dln = (slab_k0(m['beta'], d + dd, pol)
               - slab_k0(m['beta'], d - dd, pol)) / (2 * dd * K0)
        assert abs(dln * 2 * d / math.pi / m['faces'] - 1) < 1e-4
    direct_slab[pol] = direct
    factor = 1 / (1 + m['core'] * (N_GROUP - N_SI) / N_SI)
    dispersive = slope_in_strain(m['beta'], d, pol, N_GROUP - N_SI)
    assert abs(dispersive / (m['photo'] * factor) - 1) < 1e-5
    dispersion_factor[pol] = factor
    # thick-slab limit of the two shifts, corrections of order 1/(gamma d)
    thick = 20000.0
    far = slab_shifts(thick, pol)
    p_main = P12 if pol == 'TE' else P11
    limit_photo = 0.5 * EPS * p_main * 8 / (3 * math.pi)
    limit_faces = -2 * math.pi / (EPS * (K0 * thick)**2)
    assert abs(far['photo'] / limit_photo - 1) < 0.03
    assert abs(far['faces'] / limit_faces - 1) < 0.03

# ---- Worked example ----
nu0 = C_LIGHT / (WAVELENGTH * 1e-9)
u0 = S0 * THICKNESS / math.pi
f_sound = math.sqrt(C11 / DENSITY) / (2 * THICKNESS * 1e-9)
print(f"silicon (rough): n = {N_SI}, group index = {N_GROUP}")
print(f"silicon (rough): p11 = {P11}, p12 = {P12}, p44 = {P44}")
print(f"silicon (rough): c11 = {C11/1e9:.0f} GPa, c12 = {C12/1e9:.0f} GPa,"
      f" density = {DENSITY:.0f} kg/m3")
print(f"silicon (rough): dn/dT = {DN_DT:.1e} 1/K, Grueneisen ="
      f" {GRUNEISEN}, heat diffusivity = {HEAT_DIFFUSIVITY*1e4:.1f} cm2/s")
print(f"wavelength = {WAVELENGTH:.0f} nm, thickness = {THICKNESS:.0f} nm,"
      f" T = {TEMP:.0f} K, peak strain = {S0:.0e}")
print(f"optical frequency = {nu0/1e12:.2f} THz, k0 = {K0*1e3:.4f} 1/um")
print(f"face displacement u0 = {u0*1e3:.3f} pm")
print(f"breathing-mode frequency = {f_sound/1e9:.3f} GHz")
print(f"3D test: largest error / largest shift = {err_3d:.1e}")
print(f"shear S_xy = {S0:.0e}, light along z: dw/w = +-{split[1]:.3e},"
      f" each {split[1]*nu0/1e6:.1f} MHz")
for pol in ('TE', 'TM'):
    m = slab_shifts(THICKNESS, pol)
    rel = m['photo'] * S0
    unit = 'nm' if pol == 'TE' else '1/nm'
    print(f"{pol}: kappa = {m['kap']*1e3:.4f}, gamma = {m['gam']*1e3:.4f},"
          f" beta = {m['beta']*1e3:.4f} 1/um")
    print(f"{pol}: effective index = {m['beta']/K0:.4f}, energy share in"
          f" silicon = {m['core']:.5f}")
    print(f"{pol}: overlap A = {m['A']:.2f} nm, norm = {m['norm']:.6g}"
          f" {unit}")
    print(f"{pol}: (dw/w)/S0 formula = {m['photo']:.6f}, direct ="
          f" {direct_slab[pol]:.6f}")
    print(f"{pol}: photoelastic dw/w = {rel:.4e}, shift ="
          f" {rel*nu0/1e6:.1f} MHz = {-rel*WAVELENGTH*1e3:.3f} pm")
    print(f"{pol}: shift per face displacement ="
          f" {rel*nu0/1e9/u0:.2f} GHz/nm")
    print(f"{pol}: neglected moving faces = {m['faces']*S0*nu0/1e6:.2f} MHz")
    print(f"{pol}: dispersion multiplies the shift by"
          f" {dispersion_factor[pol]:.4f}")
    big = 1e-3
    mid = strained_k0(m['beta'], THICKNESS, pol, 0.0)
    curve = (strained_k0(m['beta'], THICKNESS, pol, big)
             + strained_k0(m['beta'], THICKNESS, pol, -big)
             - 2 * mid) / (2 * K0 * big**2)
    print(f"{pol}: second order / first order at S0 ="
          f" {abs(curve * S0 / m['photo']):.1e}")
    gap = (slab_k0(m['beta'], THICKNESS, pol, 2) / K0 - 1) * nu0
    print(f"{pol}: next even mode at same beta lies {gap/1e12:.2f} THz up,"
          f" sound/gap = {f_sound/gap:.1e}")
    p_main, p_side = (P12, P11) if pol == 'TE' else (P11, P12)
    dn_photo = -0.5 * N_SI**3 * p_main
    dn_heat = -DN_DT * GRUNEISEN * TEMP
    print(f"{pol}: thermo-optic / photoelastic index change ="
          f" {100*dn_heat/dn_photo:.1f} %")
    print(f"{pol}: factor for free sideways contraction (local estimate) ="
          f" {1 - C12/C11*p_side/p_main:.2f}")
heat_length = math.sqrt(HEAT_DIFFUSIVITY / (math.pi * f_sound)) * 1e9
print(f"peak temperature swing = {GRUNEISEN*TEMP*S0*1e3:.2f} mK,"
      f" heat diffusion length = {heat_length:.0f} nm")
for d in (220.0, 500.0, 1000.0, THICKNESS):
    te, tm = slab_shifts(d, 'TE'), slab_shifts(d, 'TM')
    print(f"d = {d:.0f} nm: moving faces / photoelastic: TE"
          f" {te['faces']/te['photo']:.3f}, TM"
          f" {tm['faces']/tm['photo']:.3f}")
print("no test failed")
```

It prints:

```
silicon (rough): n = 3.48, group index = 3.6
silicon (rough): p11 = -0.09, p12 = 0.017, p44 = -0.05
silicon (rough): c11 = 166 GPa, c12 = 64 GPa, density = 2330 kg/m3
silicon (rough): dn/dT = 1.8e-04 1/K, Grueneisen = 0.45, heat diffusivity = 0.8 cm2/s
wavelength = 1550 nm, thickness = 3000 nm, T = 300 K, peak strain = 1e-05
optical frequency = 193.41 THz, k0 = 4.0537 1/um
face displacement u0 = 9.549 pm
breathing-mode frequency = 1.407 GHz
3D test: largest error / largest shift = 3.1e-08
shear S_xy = 1e-05, light along z: dw/w = +-6.055e-06, each 1171.2 MHz
TE: kappa = 0.9979, gamma = 13.4749, beta = 14.0714 1/um
TE: effective index = 3.4713, energy share in silicon = 0.99998
TE: overlap A = 1313.74 nm, norm = 19059.8 nm
TE: (dw/w)/S0 formula = 0.085926, direct = 0.085926
TE: photoelastic dw/w = 8.5926e-07, shift = 166.2 MHz = -1.332 pm
TE: shift per face displacement = 17.40 GHz/nm
TE: neglected moving faces = -5.87 MHz
TE: dispersion multiplies the shift by 0.9667
TE: second order / first order at S0 = 2.6e-06
TE: next even mode at same beta lies 3.84 THz up, sound/gap = 3.7e-04
TE: thermo-optic / photoelastic index change = 6.8 %
TE: factor for free sideways contraction (local estimate) = 3.04
TM: kappa = 1.0429, gamma = 13.4715, beta = 14.0682 1/um
TM: effective index = 3.4705, energy share in silicon = 0.99995
TM: overlap A = 1276.70 nm, norm = 0.0247491 1/nm
TM: (dw/w)/S0 formula = -0.459190, direct = -0.459190
TM: photoelastic dw/w = -4.5919e-06, shift = -888.1 MHz = 7.117 pm
TM: shift per face displacement = -93.01 GHz/nm
TM: neglected moving faces = -6.70 MHz
TM: dispersion multiplies the shift by 0.9667
TM: second order / first order at S0 = 1.1e-05
TM: next even mode at same beta lies 4.18 THz up, sound/gap = 3.4e-04
TM: thermo-optic / photoelastic index change = -1.3 %
TM: factor for free sideways contraction (local estimate) = 1.07
peak temperature swing = 1.35 mK, heat diffusion length = 135 nm
d = 220 nm: moving faces / photoelastic: TE -1.947, TM 6.202
d = 500 nm: moving faces / photoelastic: TE -0.733, TM 0.320
d = 1000 nm: moving faces / photoelastic: TE -0.251, TM 0.070
d = 3000 nm: moving faces / photoelastic: TE -0.035, TM 0.008
no test failed
```
